\section*{Most probable switching voltage of a memory cell under a voltage ramp}

\section*{The situation}

A resistive memory cell starts in its high-resistance state. Held at a constant voltage $V$, it switches to the low-resistance state at a random moment, and the mean waiting time is
\begin{equation}
\tau(V)=\tau_0\,e^{-V/V_0},\qquad V_0=0.05\ \text{V}.
\label{eq:tau}
\end{equation}
The switching has no memory: a cell that has not yet switched has probability $dt/\tau(V)$ of doing so in the next short time $dt$, however long it has already waited. In a ramp test the voltage rises from zero as $V=rt$, with constant ramp rate $r>0$, and the voltage at which the cell switches is recorded. Assume that the switching rate $1/\tau$ follows the instantaneous voltage. The most probable switching voltage means the voltage at which the probability density per volt is largest.

\section*{Part (a): survival during the ramp}

\paragraph{Question.} Find the probability $S(V)$ that the cell has not switched when the ramp reaches $V$.

\paragraph{Model answer.} To survive until $V+dV$, the cell must survive until $V$ and then not switch during the time $dt=dV/r$ that the ramp needs to climb by $dV$. Hence
\begin{equation}
S(V+dV)=S(V)\left[1-\frac{dV}{r\,\tau(V)}\right],
\qquad
\frac{dS}{dV}=-\frac{S}{r\,\tau(V)} .
\label{eq:dS}
\end{equation}
Divide by $S$, insert Eq.~\eqref{eq:tau} and integrate from zero voltage, where $S(0)=1$:
\begin{equation}
\ln S(V)=-\frac{1}{r\tau_0}\int_0^V e^{V'/V_0}\,dV'
=-\frac{V_0}{r\tau_0}\left(e^{V/V_0}-1\right).
\end{equation}
With the dimensionless number $a=V_0/(r\tau_0)$,
\begin{equation}
S(V)=\exp\left[-a\left(e^{V/V_0}-1\right)\right].
\label{eq:S}
\end{equation}
The number $a$ compares the time $V_0/r$ in which the ramp climbs by $V_0$ with the waiting time $\tau_0$ at zero voltage. A fast ramp has small $a$.

\section*{Part (b): the peak}

\paragraph{Question.} Find the most probable switching voltage $V^*$. State when the formula holds, and interpret the value of $\tau$ at the peak.

\paragraph{Model answer.} The probability of switching between $V$ and $V+dV$ is the loss of survival, $p\,dV=S(V)-S(V+dV)$. By Eq.~\eqref{eq:dS},
\begin{equation}
p(V)=-\frac{dS}{dV}=\frac{S(V)}{r\tau_0}\,e^{V/V_0}.
\end{equation}
Two factors compete: the rate grows with voltage, while the chance that the cell is still unswitched falls. The logarithm has its maximum where $p$ does and is easier to differentiate:
\begin{align}
\ln p&=-\ln(r\tau_0)+\frac{V}{V_0}-a\left(e^{V/V_0}-1\right),\\
\frac{d\ln p}{dV}&=\frac{1}{V_0}-\frac{a}{V_0}\,e^{V/V_0}.
\label{eq:slope}
\end{align}
Setting the slope to zero gives $e^{V^*/V_0}=1/a$, so
\begin{equation}
V^*=V_0\ln\frac{1}{a}=V_0\ln\frac{r\tau_0}{V_0}.
\label{eq:mode}
\end{equation}
The slope in Eq.~\eqref{eq:slope} decreases steadily with $V$. It is therefore positive below $V^*$ and negative above it, and the zero is the single maximum.

The ramp starts at $V=0$, so the peak lies inside the range if $V^*>0$, that is, if $r\tau_0>V_0$. If $r\tau_0\le V_0$, the slope is zero or negative at the start and negative afterwards. The density is then largest at $V=0$, and Eq.~\eqref{eq:mode} does not apply.

At an interior peak,
\begin{equation}
\tau(V^*)=\tau_0e^{-V^*/V_0}=\tau_0a=\frac{V_0}{r}.
\label{eq:match}
\end{equation}
The peak occurs where the mean waiting time has fallen to the time in which the ramp climbs by $V_0$. Well below $V^*$ the ramp passes too quickly for the cell to respond; well above it, few unswitched cells remain.

\section*{Part (c): a tenfold faster ramp}

\paragraph{Question.} Show that a tenfold increase in the ramp rate raises the most probable switching voltage by approximately 0.115 V. Does the result depend on $\tau_0$?

\paragraph{Model answer.} Let the slower ramp satisfy $r\tau_0>V_0$. The faster one then satisfies the condition too, and Eq.~\eqref{eq:mode} applies to both. With $V_0$ and $\tau_0$ held fixed,
\begin{align}
\Delta V^*&=V_0\ln\frac{10\,r\tau_0}{V_0}-V_0\ln\frac{r\tau_0}{V_0}
=V_0\ln 10\nonumber\\
&=0.05\ \text{V}\times2.3026=0.115\ \text{V}.
\label{eq:step}
\end{align}
The time $\tau_0$ cancels. It sets where the peak lies, not how far it moves, provided the slower ramp meets the condition.

Equation~\eqref{eq:match} gives the same result in words. A tenfold faster ramp leaves one tenth of the time to climb by $V_0$, so the peak must move to a voltage at which $\tau$ is ten times shorter. By Eq.~\eqref{eq:tau}, that takes an extra $V_0\ln10$. Conversely, as long as $r\tau_0>V_0$, $V^*$ plotted against $\ln r$ is a straight line of slope $V_0$, so ramp tests can measure $V_0$ without knowledge of $\tau_0$.

\section*{Part (d): a silver-filament cell}

\paragraph{Question.} In one type of cell, silver ions are reduced to metal and a silver filament closes the gap between the electrodes. Take $\tau_0=100$ s, temperature $T=300$ K, and ramps of 0.1 and 1 V/s. Find both peak voltages and the waiting times there. If the transfer of one electron to Ag$^+$ limits the switching, its rate varies as $\exp(\alpha eV/k_BT)$, where $\alpha$ is the transfer coefficient, the fraction of the voltage that lowers the reaction barrier. Find $\alpha$.

\paragraph{Model answer.} For the slow ramp $r\tau_0/V_0=0.1\times100/0.05=200$; for the fast one it is 2000. Both exceed one, so
\begin{align}
V^*_{\text{slow}}&=0.05\ \text{V}\times\ln200=0.265\ \text{V},\\
V^*_{\text{fast}}&=0.05\ \text{V}\times\ln2000=0.380\ \text{V}.
\end{align}
The difference is 0.115 V. The waiting times at the peaks are $V_0/r=0.5$ s and $0.05$ s, a factor of ten apart.

Comparing $\exp(\alpha eV/k_BT)$ with $\exp(V/V_0)$ gives $V_0=k_BT/(\alpha e)$. Since $k_BT/e=0.02585$ V at 300 K,
\begin{equation}
\alpha=\frac{0.02585}{0.05}=0.517 .
\end{equation}
About half of the voltage lowers the barrier for reduction. The single charge of the silver ion enters here: an ion that took two electrons in the limiting step would need half this coefficient for the same $V_0$. The estimate assumes that the whole applied voltage acts at the reacting interface. It also takes the limiting step as given. A filament needs many electron transfers, and a long chain of them would not switch without memory. If the random event is instead the formation of a nucleus of several atoms, the number found here is not the transfer coefficient alone.

\section*{Part (e): peak, median, mean and spread}

\paragraph{Question.} What fraction of cells switches below $V^*$? Find the median and the mean switching voltage, and the standard deviation for fast ramps. For the cell of part (d), how many cycles per ramp rate are needed to measure the step of the mean with a standard error of 10\%?

\paragraph{Model answer.} At the peak $e^{V^*/V_0}=1/a$, so Eq.~\eqref{eq:S} gives
\begin{equation}
1-S(V^*)=1-\exp\left[-a\left(\frac1a-1\right)\right]=1-e^{a-1}.
\end{equation}
For the slow ramp $a=1/200$ and the fraction is 0.630. A random simulation of 20\,000 cells on this ramp, each switching according to the constant-voltage law, gave 0.627. The expected statistical error is $\sqrt{0.63\times0.37/20\,000}=0.003$, so the two agree.

The median $V_m$ satisfies $S(V_m)=1/2$, or $a(e^{V_m/V_0}-1)=\ln2$:
\begin{equation}
V_m=V_0\ln\left(1+\frac{\ln2}{a}\right).
\end{equation}
This gives 0.247 V and 0.362 V. Both lie below the corresponding peaks, because about 63\% of the cells, more than half, switch below the peak.

For the mean, integrate $\int_0^\infty Vp\,dV$ by parts. The boundary terms vanish, leaving $\int_0^\infty S\,dV$. Substitute $u=a\,e^{V/V_0}$, for which $dV=V_0\,du/u$ and $S=e^{a-u}$:
\begin{equation}
\langle V\rangle=V_0\,e^{a}\int_a^\infty\frac{e^{-u}}{u}\,du .
\end{equation}
A further integration by parts isolates the logarithm:
\begin{equation}
\int_a^\infty\frac{e^{-u}}{u}\,du=-e^{-a}\ln a+\int_a^\infty e^{-u}\ln u\,du .
\end{equation}
As $a\to0$ the last integral tends to the standard value $-\gamma$, where $\gamma=0.577$ is Euler's constant. Thus
\begin{equation}
\langle V\rangle\to V_0\left(\ln\frac1a-\gamma\right)=V^*-\gamma V_0 .
\end{equation}
In this limit the mean moves by the same $V_0\ln10$ as the peak. At the finite $a$ of the example, the means are 0.2375 V and 0.3514 V, and their step is 0.114 V. The median moves by 0.115 V.

The spread follows from the same variable. Since $p\,dV=-dS=e^{a-u}du$ for $u>a$, the variable $u$ has density $e^{-u}$ on the whole positive axis when $a\to0$. In that limit $V=V_0\ln u+V^*$, and the standard integrals
\begin{equation}
\int_0^\infty e^{-u}\ln u\,du=-\gamma,\qquad
\int_0^\infty e^{-u}(\ln u)^2du=\gamma^2+\frac{\pi^2}{6}
\end{equation}
give the variance of $\ln u$ as $\pi^2/6$. Therefore
\begin{equation}
\sigma_V\to\frac{\pi V_0}{\sqrt6}=0.064\ \text{V}.
\end{equation}
At the two ramp rates of the example, the standard deviations are 0.0609 V and 0.0635 V. They are slightly below the limit because the ramp starts at zero and cuts off the low-voltage tail.

The step is less than twice the spread, so one cycle at each rate cannot establish it. With $n$ independent cycles at each rate, the standard error of the difference of the means is
\begin{equation}
\sqrt{\frac{0.0609^2+0.0635^2}{n}}\ \text{V}=\frac{0.088\ \text{V}}{\sqrt n}.
\end{equation}
Setting this equal to 10\% of 0.114 V gives $n\approx(0.088/0.0114)^2\approx60$. This count holds for a single memoryless stage with fixed $\tau_0$. The three stages of part (h)(iii) narrow the spread to about 0.031 V and need about 15 cycles; the spread in $\ln\tau_0$ of part (h)(iv) widens it to about 0.08 V and needs about 100.

\section*{Part (f): ramps that are too slow}

\paragraph{Question.} Keep $\tau_0=100$ s but use ramps of $2.5\times10^{-4}$ and $2.5\times10^{-3}$ V/s. By how much does the most probable voltage rise?

\paragraph{Model answer.} For the slower ramp $r\tau_0=0.025$ V, which is below $V_0$. The density falls from the start and its largest value is at $V=0$. For the faster ramp $r\tau_0/V_0=5$, and Eq.~\eqref{eq:mode} gives $0.05\ \text{V}\times\ln5=0.0805$ V. The rise is therefore 0.0805 V, not 0.115 V. If both ramps had $r\tau_0\le V_0$, both maxima would lie at zero and there would be no rise at all.

In this regime the law itself needs care. Equation~\eqref{eq:tau} gives a finite switching rate at zero voltage, whereas for an electrode reaction in balance the forward and reverse rates cancel there. The next part includes that cancellation.

\section*{Part (g): a warm cell}

\paragraph{Question.} The silver cell is used at $T=358.15$ K (85\,$^\circ$C) with the same $\alpha$ and the same ramps of 0.1 and 1 V/s. Let $\tau_0$ have an activation energy of 0.6 eV. (i) Find the new step from Eq.~\eqref{eq:mode}. (ii) Suppose the switching rate follows the net reaction rate, forward minus reverse. Locating the peaks numerically then gives 0.0903 V and 0.2183 V. Explain why the slow-ramp peak moves up and the fast-ramp peak hardly moves.

\paragraph{Model answer.} (i) At fixed $\alpha$, $V_0=k_BT/(\alpha e)$ is proportional to $T$, so it becomes $0.05\times358.15/300=0.0597$ V. The activation energy reduces the waiting time at zero voltage:
\begin{equation}
\tau_0=100\ \text{s}\times\exp\left[\frac{0.6\ \text{eV}}{k_B}
\left(\frac1{358.15\ \text{K}}-\frac1{300\ \text{K}}\right)\right]\approx2.3\ \text{s}.
\end{equation}
The slow ramp has $r\tau_0/V_0=0.231/0.0597=3.9$, so the condition still holds. The peaks are at 0.081 V and 0.218 V, and the step is $0.0597\ \text{V}\times\ln10=0.137$ V. The shorter $\tau_0$ lowers both peaks, but the change of step comes from $V_0$ alone.

(ii) The forward rate varies as $e^{\alpha eV/k_BT}$ and the reverse rate as $e^{-(1-\alpha)eV/k_BT}$, with equal prefactors so that they cancel at $V=0$. Taking their difference as the probability per time of switching is an assumption of this part, not a derived result: a single irreversible event would follow the forward rate alone, and a chain of forward and backward steps gives somewhat different peaks. With this assumption the switching rate is
\begin{equation}
\lambda(V)=\frac{e^{V/V_0}}{\tau_0}\left(1-e^{-eV/k_BT}\right).
\end{equation}
For any rate $\lambda$, the argument of part (a) gives $p=(\lambda/r)\exp(-\int_0^V\lambda\,dV'/r)$, and hence
\begin{equation}
\frac{d\ln p}{dV}=\frac{1}{\lambda}\frac{d\lambda}{dV}-\frac{\lambda}{r},
\qquad
\frac1\lambda\frac{d\lambda}{dV}=\frac1{V_0}+\frac{e/k_BT}{e^{eV/k_BT}-1}.
\label{eq:general}
\end{equation}
At the old peak, $1/V_0$ balanced the old $\lambda/r$. The reverse reaction adds a positive term to the first part and reduces the second, so the slope of $\ln p$ is now positive there. As this slope falls steadily with $V$, the new peak lies higher.

The size of the effect is governed by $e^{-eV/k_BT}$, with $k_BT/e=0.0309$ V at 358 K. At the slow peak, 0.081 V, this factor is about 0.07; at the fast peak, 0.218 V, it is below 0.001. Numerically, the slow peak rises by about 10 mV and the fast one by about 0.15 mV, which reduces the step from 0.137 V to 0.128 V. At 300 K both peaks lie much higher in units of $k_BT/e$, and the reverse reaction changes the step by only 0.005 mV. This assumes that the two rates balance at $V=0$. Real silver cells can carry an internal voltage; if the balance lay at 0.2 V with the same forward rate, the step at 300 K would fall to 0.107 V.

\section*{Part (h): other departures from the model}

\paragraph{Question.} For the 300 K cell, estimate how the step changes if (i) a 1 k$\Omega$ resistance lies in series with an unswitched cell of 1 M$\Omega$; (ii) the filament needs a fixed 1 ms to grow after the random event; (iii) switching requires three successive random stages, each with mean time $\tau/3$; (iv) $\ln\tau_0$ varies from cycle to cycle with a Gaussian standard deviation of 1. Then state what limits the use of the result for real cells.

\paragraph{Model answer.} (i) The cell receives $1/1.001$ of the applied voltage, so both ramps are slower at the cell by this factor. Their ratio is still ten, and the step in cell voltage is still $V_0\ln10$. The applied voltage is 1.001 times the cell voltage, so the recorded step is 1.001 times larger, an increase of about 0.1 mV.

(ii) The ramp continues during growth, so the recorded voltage is $V^*+rt_g$ with $t_g=1$ ms. The additions are 0.1 mV and 1 mV, and the step grows by 0.9 mV.

(iii) All stages speed up with voltage by the same factor. Their progress therefore depends on the accumulated exposure
\begin{equation}
s=\int_0^t\frac{dt'}{\tau}=a\left(e^{V/V_0}-1\right),
\qquad V=V_0\ln\left(1+\frac sa\right).
\end{equation}
The distribution of $s$ at switching does not depend on the ramp. For $s\gg a$, $V\approx V_0\ln(s/a)$, and reducing $a$ tenfold shifts the whole distribution by $V_0\ln10$. Numerically, the step changes by $-0.15$ mV. The step thus does not rest on a single-stage process, provided all stages share the same $V_0$ and $a$ is small at both ramp rates. For the warm cell of part (g), where $a\approx0.26$ on the slow ramp, two equal stages already reduce the step from 0.137 V to 0.130 V.

(iv) A change of $\ln\tau_0$ by $z$ moves the peak by $V_0z$ at both ramp rates. Averaging over $z$ alters the two distributions alike, apart from the cut-off at zero voltage. Numerically, the peaks fall to 0.252 V and 0.368 V, 12 to 13 mV below their former positions, while the step changes by only $+0.3$ mV. This requires the spread to be the same at both ramp rates.

The peak voltages found here follow from the chosen $V_0$ and $\tau_0$, so they do not test the model against real cells. The values of $\tau_0$, the activation energy, the resistances and the growth time are rough choices, and real cells differ widely in them. For the ramps of part (d), the temperature of use matters most among the effects sized above: it moves the step from 0.115 V to about 0.13 V. The assumption most open to doubt is a single exponential law over the whole voltage range, because another process, such as ion migration, may become limiting. The peak condition in Eq.~\eqref{eq:general} involves only the rate and its slope at the peak. If both peaks lie on one and the same exponential with another scale $V_0'$, the step is $V_0'\ln10$; a scale twice as large would double it. If the scale changes between the peaks, or a peak sits at the change, the step follows neither formula. The value 0.115 V should therefore be used only where $V_0=0.05$ V has been established across both peaks. The numerical output lists the values used here; its label ``staircase'' means that the ramp was divided into short steps of constant voltage.

\section*{Calculated quantities}
\begin{verbatim}
voltage scale V0 = 0.050 V
zero-voltage switching time tau0 = 100 s
ramp rates = 0.1 and 1.0 V/s
r*tau0/V0 = 200 and 2000
temperature = 300 K, kT/e = 0.02585 V
implied transfer coefficient alpha = 0.517
peak voltage, formula: slow 0.2649 V, fast 0.3800 V
peak voltage, staircase: slow 0.2649 V, fast 0.3800 V
step: formula 0.11513 V, staircase 0.11513 V
tau at peak: slow 0.500 s, fast 0.0500 s
slow ramp: median 0.2469 V, mean 0.2375 V, standard deviation 0.0609 V
fast ramp: median 0.3618 V, mean 0.3514 V, standard deviation 0.0635 V
step of median = 0.1148 V, step of mean = 0.1139 V
fast-ramp limit of standard deviation = 0.0641 V
switched below slow peak: formula 0.630, simulation 0.627 (20000 cells)
simulation, slow ramp: median 0.2473 V, standard deviation 0.0607 V
condition violated: ramps 2.50e-04 and 2.50e-03 V/s
  peaks 0.0000 and 0.0805 V, step 0.0805 V
neglected effects (rough inputs), change of the step:
  reverse reaction, 300 K: -0.0051 mV
  three stages: -0.150 mV
  spread 1.0 in ln(tau0): +0.324 mV
    peaks with this spread: 0.2523 and 0.3678 V
  series 1000 ohm, cell 1000000 ohm: +0.115 mV
  growth delay 1.0 ms: +0.90 mV
use at 358.15 K, activation energy 0.6 eV:
  V0 = 0.0597 V, tau0 = 2.31 s
  no reverse reaction: peaks 0.0808 and 0.2182 V, step 0.1374 V
  with reverse reaction: peaks 0.0903 and 0.2183 V, step 0.1281 V
\end{verbatim}
